\section*{Free Carriers Do Not Explain the High Index of Crystalline Ge2Sb2Te5}

\section{What dimensions and inertia fix}

Let a density $N$ of free carriers, each of charge $q=\pm e$ and effective mass $m^*$, respond linearly to an optical field of angular frequency $\omega$. The force on a carrier is proportional to $q$, and the dipole moment made by its displacement brings a second factor $q$. The sign of the charge therefore drops out: holes and electrons act alike. Independent carriers contribute in proportion to $N$, and inertia divides by $m^*$. The combination
\begin{equation}
\omega_p^2=\frac{Ne^2}{\varepsilon_0m^*}
\end{equation}
has the dimension of a squared frequency. If the only other property of the carriers is a damping rate $\gamma$, their dimensionless contribution to the relative permittivity must be
\begin{equation}
\varepsilon_D(\omega)=\frac{\omega_p^2}{\omega^2}\,F\!\left(\frac{\gamma}{\omega}\right).
\label{form}
\end{equation}
Dimensions leave the sign of $F$ open, but inertia settles it when $\gamma=0$. In harmonic motion the acceleration is $-\omega^2$ times the displacement. The acceleration of a free particle follows the force, so its displacement points against the force. The polarization then opposes the field, and $F(0)=-1$.

\section{The belief and its appeal}

Ge$_2$Sb$_2$Te$_5$ is used in photonic memory because its amorphous and crystalline phases have very different optical constants. The crystal conducts far better, and it also has the higher near-infrared refractive index. It is natural to join the two facts: crystallization releases carriers, mobile charge is easily displaced, and easily displaced charge means a large permittivity.

Part of this is sound. Free carriers do absorb, and they do raise the imaginary part of the permittivity. The fault lies in treating a large response as a positive one. A bound electron driven below its resonance is held back by a spring and moves with the force. A free carrier has no spring, and its in-phase displacement is opposite to the force.

\section{The sign with damping included}

Take fields as the real part of $E e^{-i\omega t}$, so that absorption means a positive imaginary permittivity. The equation of motion is
\begin{equation}
\ddot x+\gamma\dot x=\frac{qE}{m^*}e^{-i\omega t}.
\end{equation}
Set $x=x_0e^{-i\omega t}$. Each time derivative gives a factor $-i\omega$, so
\begin{equation}
(-\omega^2-i\gamma\omega)x_0=\frac{qE}{m^*},\qquad
x_0=-\frac{qE}{m^*(\omega^2+i\gamma\omega)}.
\end{equation}
The polarization is $Nqx_0$. Dividing it by $\varepsilon_0E$ gives
\begin{equation}
\varepsilon_D=-\frac{\omega_p^2}{\omega^2+i\gamma\omega}
=-\frac{\omega_p^2(\omega^2-i\gamma\omega)}{\omega^2(\omega^2+\gamma^2)},
\end{equation}
where the last form follows on multiplying numerator and denominator by $\omega^2-i\gamma\omega$. With
\begin{equation}
d=\frac{\omega_p^2}{\omega^2+\gamma^2},\qquad g=\frac{\gamma}{\omega},
\end{equation}
the two parts are
\begin{equation}
\mathrm{Re}\,\varepsilon_D=-d,\qquad \mathrm{Im}\,\varepsilon_D=gd.
\label{parts}
\end{equation}
The real part is negative at every frequency and every damping rate. Damping shrinks it but cannot reverse it. If the carriers have a spread of damping rates, the total is a sum of negative terms, so the sign survives.

Causality gives the same result by another road. The real part of a causal response follows from its absorption:
\begin{equation}
\varepsilon_1(\omega)-1=\frac{2}{\pi}\,P\!\!\int_0^\infty
\frac{s\,\varepsilon_2(s)}{s^2-\omega^2}\,ds .
\label{kk}
\end{equation}
Absorption at $s>\omega$ enters with a positive sign, and absorption at $s<\omega$ with a negative one. The Drude spectrum has $s\varepsilon_2=\omega_p^2\gamma/(s^2+\gamma^2)$, which is centred on zero frequency but has a tail above $\omega$. To see which side wins, use partial fractions:
\begin{equation}
\frac{1}{(s^2+\gamma^2)(s^2-\omega^2)}=\frac{1}{\omega^2+\gamma^2}
\left[\frac{1}{s^2-\omega^2}-\frac{1}{s^2+\gamma^2}\right].
\end{equation}
The first term has the antiderivative $(2\omega)^{-1}\ln|(s-\omega)/(s+\omega)|$. It vanishes at $s=0$ and at infinity, and its values on the two sides of the pole cancel, so the principal value is zero. The second term integrates to $\pi/(2\gamma)$. Hence
\begin{equation}
\mathrm{Re}\,\varepsilon_D=\frac{2}{\pi}\,\omega_p^2\gamma
\left[-\frac{\pi}{2\gamma(\omega^2+\gamma^2)}\right]=-d .
\end{equation}
The tail above $\omega$ is outweighed whatever the damping.

\section{From permittivity to refractive index}

A negative change of $\varepsilon_1$ does not by itself prove a lower index, because $n$ depends on $\varepsilon_2$ as well. From $(n+ik)^2=\varepsilon_1+i\varepsilon_2$,
\begin{equation}
n^2-k^2=\varepsilon_1,\qquad 2nk=\varepsilon_2 .
\end{equation}
Eliminating $k=\varepsilon_2/(2n)$ gives
\begin{equation}
n^2-\frac{\varepsilon_2^2}{4n^2}=\varepsilon_1 .
\label{parabola}
\end{equation}
At fixed $\varepsilon_2$ the left side grows with $n$. The new index therefore exceeds the old index $n_0$ if and only if the new $\varepsilon_1$ exceeds the left side evaluated at $n_0$ with the new $\varepsilon_2$. Before the carriers are added, $\varepsilon_1=n_0^2-k_0^2$ and $\varepsilon_2=2n_0k_0$. Adding (\ref{parts}) turns the condition into
\begin{equation}
n_0^2-k_0^2-d>n_0^2-\frac{(2n_0k_0+gd)^2}{4n_0^2}.
\end{equation}
The last term expands to $k_0^2+k_0gd/n_0+g^2d^2/(4n_0^2)$. Cancelling $n_0^2-k_0^2$ and dividing by $d>0$ leaves
\begin{equation}
g\,\frac{k_0}{n_0}+\frac{g^2d}{4n_0^2}>1 .
\label{criterion}
\end{equation}
Free carriers can thus raise $n$, through absorption, if the host already absorbs ($k_0>0$) and the damping is strong enough, or if damped carriers are dense enough. The simple claim that they must lower it is false.

How large can such a change be? Let $\mathcal N_0$ and $\mathcal N_1$ be the complex indices before and after. Since $\mathcal N_1^2-\mathcal N_0^2=\varepsilon_D$,
\begin{equation}
|n_1-n_0|\le|\mathcal N_1-\mathcal N_0|
=\frac{|\varepsilon_D|}{|\mathcal N_1+\mathcal N_0|}
<\frac{1}{n_0}\,\frac{\omega_p^2}{\omega^2}.
\label{bound}
\end{equation}
The last step uses $|\mathcal N_1+\mathcal N_0|\ge n_1+n_0>n_0$ and
$|\varepsilon_D|=\omega_p^2/(\omega\sqrt{\omega^2+\gamma^2})\le\omega_p^2/\omega^2$. The bound holds for either sign of the change and needs no knowledge of $\gamma$.

\section{The number at 1550 nm}

Take rough typical values: $4.0+0.05i$ for the amorphous index, $6.5+1.0i$ for the crystalline one, and for the crystal a hole density of $2\times10^{20}$ cm$^{-3}$, a mass of $0.4\,m_0$ and a mobility $\mu=10$ cm$^2$/Vs. Frequencies are now quoted as energies. The photon energy is 0.800 eV, the unscreened plasma energy is 0.830 eV, and $\gamma=e/(\mu m^*)$ corresponds to 0.289 eV. Then
\begin{equation}
d=\frac{0.830^2}{0.800^2+0.289^2}\approx0.95,\qquad
gd\approx0.362\times0.953\approx0.34 .
\end{equation}
Numerical evaluation of the causality integral (\ref{kk}) for these carriers also gives $-0.953$ for the real part.

The observed change to be explained is
\begin{equation}
\Delta\varepsilon_1=(6.5^2-1.0^2)-(4.0^2-0.05^2)\approx41.25-16.00=25.25 .
\end{equation}
The carriers supply about $-0.95$: the wrong sign, and less than 4\% of the required magnitude.

Now grant the belief its own premise and add the carriers to the amorphous phase with its bound response unchanged. The permittivity goes from $16.00+0.40i$ to $15.04+0.74i$, and the index from $4.00+0.05i$ to $3.88+0.10i$. Absorption rises, as expected, but $n$ falls by 0.12 where a rise of 2.5 is wanted. The left side of (\ref{criterion}) is about $0.0045+0.0019$, far below one. In the opposite experiment, removing the carriers from the crystal while holding its bound response fixed raises $n$ from 6.50 to 6.57.

The mobility is the least secure input, so the bound matters. For the amorphous starting point (\ref{bound}) gives
\begin{equation}
|\Delta n|<\frac{1}{4.0}\left(\frac{0.830}{0.800}\right)^2\approx0.27
\end{equation}
for any damping. A scan of $\gamma$ from $10^{-4}$ to $10^3$ eV, with density and mass fixed, finds shifts between $-0.14$ and $+5\times10^{-6}$. For the carriers in the crystal the range is $-0.08$ to $+5\times10^{-4}$. The small positive values are the regime of (\ref{criterion}). In the crystal it begins near $g\approx n_0/k_0\approx6.5$, or $\gamma\approx5$ eV, where the damping energy far exceeds the Fermi energy of the holes (about 0.3 eV) and a free-carrier picture is hard to defend.

The other way to satisfy (\ref{criterion}) is to add carriers. At the example's mass and damping, $n$ stays below its amorphous value until the density reaches about $1.0\times10^{23}$ cm$^{-3}$. That is some 500 times the assumed hole density and more than half of all the valence electrons, $1.7\times10^{23}$ cm$^{-3}$. Long before that point the model of a few holes in an otherwise unchanged band has lost its meaning.

\section{What must supply the increase}

Write the permittivity of each phase as a bound part plus a free-carrier part. If the amorphous phase has negligible free carriers, subtraction gives
\begin{equation}
\Delta\varepsilon_1^{\rm bound}=\Delta\varepsilon_1+d\approx25.25+0.95=26.2 .
\end{equation}
The carriers make the task of the bound charges harder.

Bound charge means lattice ions or electrons. A lattice mode of frequency $\Omega$ and static strength $S$ contributes $S\Omega^2/(\Omega^2-\omega^2)$, which is negative above its resonance. Even a generous $S=50$ at 10 meV gives only $-0.008$ here. What remains is electronic polarization by transitions between filled and empty states, that is, interband polarization.

Equation (\ref{kk}) says what kind of change is needed: more absorption above the photon energy, less below it, or absorption moved down toward the photon energy from well above it. A minimal model shows that such a downward move is sufficient without any extra electrons. Give each phase one damped oscillator that carries the full valence strength. Adding a restoring term $\omega_0^2x$ to the equation of motion gives, in energy units,
\begin{equation}
\varepsilon_{\rm bound}-1=\frac{E_v^2}{E_0^2-\omega^2-i\Gamma\omega},
\label{lorentz}
\end{equation}
where $E_v$ is the plasma energy of all valence electrons with the free mass. For $3.2\times10^{22}$ atoms per cm$^3$ (rough) and 5.33 valence electrons per atom, $E_v=15.3$ eV. Inverting (\ref{lorentz}),
\begin{equation}
E_0^2-\omega^2-i\Gamma\omega=\frac{E_v^2}{\varepsilon_{\rm bound}-1},
\end{equation}
so one complex index fixes both $E_0$ and $\Gamma$. For the amorphous phase the right side is $235/(15.0+0.40i)\approx15.7-0.42i$ eV$^2$, hence
\begin{equation}
E_0=\sqrt{15.7+0.64}\approx4.0\ \mathrm{eV},\qquad
\Gamma=\frac{0.42}{0.80}\approx0.52\ \mathrm{eV}.
\end{equation}
For the crystal with its carriers removed it is $235/(41.2+12.7i)\approx5.2-1.6i$ eV$^2$, hence $E_0\approx2.4$ eV and $\Gamma\approx2.0$ eV.

The total strength is the same in both phases. At high frequency (\ref{lorentz}) tends to $-E_v^2/\omega^2$, while (\ref{kk}) tends to $-(2/\pi\omega^2)\int_0^\infty s\varepsilon_2\,ds$. Equating them gives
\begin{equation}
\frac{2}{\pi}\int_0^\infty s\,\varepsilon_2(s)\,ds=E_v^2,
\label{fsum}
\end{equation}
independent of $E_0$ and $\Gamma$. What changes is where the strength lies. Between the photon energy and 3 eV the amorphous oscillator holds 2.8\% of it, the crystalline one 44\%. Strength moved down toward the photon energy, while remaining above it, is divided by a smaller $s^2-\omega^2$ and polarizes more strongly.

This is a proof of sufficiency, not a spectrum. A real solid has many transitions and an absorption edge, which a single Lorentzian lacks. Data at one wavelength cannot say how bonding, matrix elements and band energies share the change.

\section{Effects that could blur the verdict}

\textbf{Localization.} The sign argument needs carriers that are free. In a disordered film they may be turned back after a collision. The Drude--Smith conductivity with complete backscattering describes this limit. With $u=\omega/\gamma$,
\begin{equation}
\sigma=\frac{\varepsilon_0\omega_p^2}{\gamma}
\left[\frac{1}{1-iu}-\frac{1}{(1-iu)^2}\right]
=\frac{\varepsilon_0\omega_p^2}{\gamma}\,\frac{-iu}{(1-iu)^2}.
\end{equation}
Its contribution to the permittivity is $i\sigma/(\varepsilon_0\omega)$, whose real part is
\begin{equation}
\frac{\omega_p^2}{\omega^2}\,\frac{y(1-y)}{(1+y)^2},\qquad y=u^2 .
\end{equation}
This is positive for $\omega<\gamma$: backscattering acts as a restoring force. The derivative with respect to $y$ is proportional to $1-3y$, so the maximum lies at $y=1/3$ and equals $\omega_p^2/(8\omega^2)\approx0.13$. Localization can reverse the sign, but in this model it cannot supply 25.

\textbf{State filling.} Holes also block transitions out of the states they empty. Removing $N$ electrons lowers the total strength in (\ref{fsum}) by an amount proportional to $N/m_0$, while the Drude term gains $N/m^*$. Interband strength must therefore fall by $\omega_p^2(1+m^*/m_0)\approx0.97$ eV$^2$. The hole Fermi energy is 0.31 eV in a single parabolic band. Spread the loss evenly in $s\varepsilon_2$ from a rough gap of 0.5 eV up to 1.12 eV, allowing equal energy shifts in the two bands. Equation (\ref{kk}) then gives a change of about $+0.3$. With this even spread the lost absorption below the photon energy slightly outweighs that above it, so the result is positive. The sign is not secure: a slightly wider gap, or a loss weighted toward higher energies as parabolic bands suggest, makes it negative. For a single valley the change is thus of order one, unless an edge of the interval comes very close to the photon energy, where it grows logarithmically. If the holes are shared among four equivalent valleys of the same mass, the Fermi energy falls to 0.12 eV, the same loss is packed into a narrower interval, and the estimate rises to between about $+3$ and $+5$ for gaps from 0.4 to 0.6 eV. That is larger than the Drude term and of opposite sign, but still far short of 25. It is, in any case, a change of interband polarization.

\textbf{Densification.} Suppose the film contracts so that its density rises by 6\% (rough). If polarization simply scales with density, $\varepsilon_1$ rises by $0.06\times15.0=0.90$. With the Lorentz--Lorenz local field, $(\varepsilon-1)/(\varepsilon+2)$ scales instead, and the rise is 7.7. The spread shows how uncertain local-field corrections are at such a high permittivity. Either figure is bound polarization. At the assumed 6\% even the larger leaves most of the 26 to a change in the electronic structure, but the Lorentz--Lorenz figure grows steeply with the contraction and passes half of the 26 between 8\% and 9\%.

\section{How this stands beside real films}

The inputs are round values meant for the regime of Ge$_2$Sb$_2$Te$_5$ films. Optical constants, hole density and mobility vary with deposition and annealing, and a mobility of 10 cm$^2$/Vs is optimistic for a disordered rocksalt film. At 1 cm$^2$/Vs the damping energy is 2.9 eV and the Drude term shrinks to $-0.08+0.28i$; adding the carriers to the amorphous phase then lowers $n$ by only 0.009. These are formal values, because that damping energy is about nine times the single-valley hole Fermi energy and the carriers can hardly be called free. Even at 10 cm$^2$/Vs the two energies are nearly equal for one valley, and with four valleys the damping is more than twice the Fermi energy, so free motion with one damping rate is the assumption real films most plainly strain. In the localization estimate above, the carrier term stays negative at the example's damping, where $\omega>\gamma$. With stronger damping it can turn positive, but within the Drude--Smith form it never exceeds $+0.13$. That cap belongs to the model: the same carriers bound with a resonance just above the photon energy and the example's damping would give up to $\omega_p^2/(2\gamma\omega)\approx+1.5$, still small beside 25.

The holes are degenerate: their Fermi energy is twelve times the thermal energy of 0.026 eV at 300 K if they fill a single valley, and about five times if they share four. In a parabolic band this leaves $\omega_p$ unchanged, but a nonparabolic or anisotropic band changes the effective mass. Doubling the density and halving the mass together, with no damping, makes the carrier term $-4.3$, still negative and still small beside 25. By (\ref{bound}), a carrier-induced change of 2.5 in $n$ from the amorphous value is not even permitted until $\omega_p^2/\omega^2$ exceeds 10, about nine times its value here.

The conclusion belongs to this regime: light well above the lattice frequencies, and $\omega_p$ no more than a few times $\omega$. At much longer wavelengths $\omega_p^2/\omega^2$ grows and carriers can dominate the optical constants. For lightly damped carriers the real permittivity can then become negative, as in a metal. The numerical output below lists the main values used here.

\section*{Numbers as computed}
\begin{verbatim}
wavelength: 1550 nm
photon energy: 0.7999 eV
amorphous n, k (rough input): 4.00, 0.05
crystalline n, k (rough input): 6.50, 1.00
hole density (rough input): 2.0e+20 cm^-3
hole mass (rough input): 0.40 m0
mobility (rough input): 10.0 cm2/Vs
plasma energy, unscreened: 0.8303 eV
damping energy: 0.2894 eV; g = 0.3618
Drude term: real -0.9528, imag 0.3447
Drude real part from causality integral: -0.9528
amorphous eps1, eps2: 15.9975, 0.4000
crystalline eps1, eps2: 41.2500, 13.0000
total rise of eps1: 25.2525
rise needed from bound polarization: 26.2053
amorphous + carriers: n 3.8799, k 0.0960
crystal - carriers: n 6.5674, k 0.9635
bound on |change of n|, amorphous, any damping: 0.2694
damping scan: 1e-04 to 1e+03 eV
n shift range in scan, amorphous: -0.1370 to 5.35e-06
n shift range in scan, crystal: -0.0805 to 4.73e-04
density where n stops being lowered: 1.02e+23 cm^-3
valence electron density: 1.71e+23 cm^-3
mobility 1 cm2/Vs: damping 2.894 eV
  Drude real -0.0765, imag 0.2767
  n shift: amorphous -0.00898, crystal -0.00258
atom density (rough input): 3.2e+22 cm^-3
valence electrons per atom: 5.333
valence plasma energy: 15.340 eV
amorphous oscillator: E0 4.040 eV, width 0.523 eV
  strength from photon energy to 3 eV: 2.80 %
crystal oscillator: E0 2.420 eV, width 2.004 eV
  strength from photon energy to 3 eV: 44.07 %
Fermi energy of holes: 0.312 eV
thermal energy at 300 K: 0.0259 eV
eps1, double density, half mass, no damping: -4.310
eps1, localized carriers, largest positive: 0.1347
phonon energy, strength (rough): 10 meV, 50
eps1, lattice: -0.0078
gap of crystal (rough input): 0.50 eV
eps1, state filling (estimate): 0.305
densification (rough input): 6 %
eps1, densification, additive: 0.900
eps1, densification, Lorentz-Lorenz: 7.711
\end{verbatim}
